What one extra nanometre does to a 3.1 eV tunnelling barrier

**Problem**

A thin insulating film separates two conducting electrodes. For an electron in one electrode the film is a rectangular barrier whose top lies φ = 3.1 eV above the electron's own energy. Inside the film the electron moves with the tunnelling mass m = 0.42 m0, where m0 is the free-electron mass. Show that, in the WKB approximation, making the film L = 1 nm thicker multiplies the transmission by a factor near 8e-6. Then find out what the approximation leaves out, and whether this changes the factor.

Some conventions are needed. The transmission T(d) of a film of thickness d is the transmitted particle flux divided by the incident flux. The factor sought is the ratio of the new transmission to the old one:

R = T(d + L)/T(d).

The height φ is measured from the energy of the electron considered, not from the bottom of its band. The motion is one-dimensional and elastic, no voltage drops across the film, and φ and m stay the same when the film grows. The values of φ, m and L are parameters of the model.

**A first estimate by scaling**

Suppose the film is already thick enough for the wave inside it to be, over most of the thickness, a wave dying away from the entrance. The barrier is flat, so one slice of it is like any other. A slice of thickness x then multiplies the amplitude by some factor f(x), and two slices in succession give

f(x + y) = f(x) f(y).

A continuous, decreasing positive function with this property is an exponential. The transmission therefore falls exponentially with thickness, and what remains to be found is the decay length.

The interior of the barrier offers three quantities from which to build a length: ħ, m and φ. The product mφ has the dimension of a momentum squared, and ħ divided by a momentum is a length. Hence

ℓ = ħ/√(mφ),

and the added thickness should give

R = exp(−c L/ℓ),

where c is a pure number that dimensional analysis cannot supply.

To evaluate ℓ, it helps to collect the constants once:

√(2 m0 · 1 eV)/ħ = 5.123 nm⁻¹.

With the mass in units of m0 and the height in eV, the product is 0.42 × 3.1 = 1.302, and its square root is 1.141. The collected constant contains a factor √2 that ℓ does not, so

L/ℓ = 5.123 × 1.141/√2 = 4.13.

The length ℓ is thus about 0.24 nm. If c is set to one, for want of anything better, the estimate is

R ≈ exp(−4.13) ≈ 0.016.

This says that a nanometre matters a great deal, but it is not yet a usable number. The unknown c stands in an exponent, where a factor of two or three is not a small matter.

**The WKB solution**

Let V(x) be the potential energy and ε the electron's energy. Inside the film the Schrödinger equation is

−(ħ²/2m) ψ'' + V ψ = ε ψ.

Move ε to the left, multiply by 2m/ħ² and write V − ε = φ:

ψ'' = κ² ψ,  κ = √(2mφ)/ħ.

For a barrier whose height may vary with position, put ψ = exp(S). Then ψ' = S' ψ and ψ'' = (S'' + S'²) ψ, so that

S'' + S'² = κ(x)².

The leading WKB step neglects S'' beside S'². This leaves S' = ±κ, and the wave decaying from the entrance has S' = −κ. The neglected term is then of size |κ'|, so the step requires |κ'| ≪ κ²: the decay constant must change little over one decay length. Integrating across the film gives the amplitude ratio

ψ(d)/ψ(0) = exp(−∫₀ᵈ κ dx).

Flux is quadratic in the amplitude. Squaring the ratio, and setting the factor in front of the exponential to one, gives the usual WKB estimate

T(d) = exp(−2 ∫₀ᵈ κ dx).

For the flat barrier κ is constant and the integral is κd:

T(d) = exp(−2κd).

The ratio follows by division:

R = exp[−2κ(d + L)]/exp(−2κd) = exp(−2κL).

The original thickness d has cancelled. The numbers are

κ = 5.123 × 1.141 nm⁻¹ = 5.846 nm⁻¹,

2κL = 2 × 5.846 × 1 = 11.69,

R = exp(−11.69) = 8.4e-6.

This is the factor that was to be shown. Its inverse is 1.2e5, so one added nanometre divides the transmission by about 120,000. Since ln 10 = 2.303, the thickness that costs one power of ten is

ln 10/(2κ) = 2.303/11.69 nm = 0.197 nm,

and a nanometre costs 5.1 powers of ten. In this estimate films of 1, 2 and 3 nm transmit 8.4e-6, 7.0e-11 and 5.9e-16 of the incident flux.

**The exact solution for the rectangular barrier**

Inside a flat barrier κ' = 0, and exp(−κx) solves the Schrödinger equation with no approximation. The WKB condition fails at the two faces, where κ jumps. There the wave is partly reflected, and the estimate above has ignored this. The rectangular barrier can be solved in full, so the omission can be measured.

Let the two electrodes be alike, with electron mass m_e and kinetic energy E, so that the wave number there is k = √(2m_e E)/ħ. The barrier top is still φ above the electron energy, hence E + φ above the bottom of the electrode band. At each face ψ is continuous, and so is ψ' divided by the local mass. The second condition is the usual choice where the mass changes abruptly. Together with the first it conserves the particle flux

j = (ħ/mass) Im(ψ* ψ'),

which is then the same on both sides of a face. Define

v = k/m_e,  w = κ/m.

Let the film occupy 0 < x < d. Beyond it there is an outgoing wave t exp[ik(x − d)]. At x = d this has the value t, and its derivative divided by the mass is ivt. The solution inside the film that matches both is

ψ = t {cosh[κ(x − d)] + i(v/w) sinh[κ(x − d)]}.

At x = d the hyperbolic sine vanishes and ψ = t, as required. The derivative divided by m is there t · i(v/w) · κ/m = ivt, also as required. At the entrance, x = 0, the signs of the odd terms change:

ψ(0) = t [cosh κd − i(v/w) sinh κd],

ψ'(0)/m = t [−w sinh κd + iv cosh κd].

In front of the film the wave is I exp(ikx) + B exp(−ikx), with incident amplitude I and reflected amplitude B. The two continuity conditions at x = 0 read

I + B = ψ(0),

iv(I − B) = ψ'(0)/m.

Divide the second by iv, using −w/(iv) = iw/v:

I − B = t [cosh κd + i(w/v) sinh κd].

Adding the two equations removes B:

2I = t [2 cosh κd + i(w/v − v/w) sinh κd].

Divide by 2t and take the squared modulus:

|I/t|² = cosh² κd + ¼(w/v − v/w)² sinh² κd.

Now use cosh² = 1 + sinh², and note that 1 + ¼(w/v − v/w)² = ¼(w/v + v/w)². The electrodes are alike, so the velocities on the two sides are equal and T = |t/I|². Therefore

1/T = 1 + g sinh² κd,  g = (v² + w²)²/(4v²w²).

For a thick film, 2κd ≫ 1, the growing exponential dominates, and sinh² κd ≈ exp(2κd)/4. The 1 can then be dropped, and

T(d) ≈ A exp(−2κd),  A = 4/g = 16v²w²/(v² + w²)².

The squares are v² = 2E/(ħ²m_e) and w² = 2φ/(ħ²m). The common factor 2/ħ² cancels between numerator and denominator, which leaves

A = 16a²b²/(a² + b²)²,  a² = E/m_e,  b² = φ/m.

The exponential is that of WKB. The faces contribute the factor A, which depends on the electrodes and on the barrier's height and mass, but not on its thickness.

**Does the prefactor spoil the ratio?**

For a thick film it does not, because A cancels in T(d + L)/T(d). The size of what remains can be found from the full formula. Write q = exp(−2κd), so that sinh² κd = (1/q − 2 + q)/4. Then

1 + g sinh² κd = (g/4q) [1 + (4/g − 2)q + q²] = (g/4q) [1 + (A − 2)q + q²].

For the thicker film q is replaced by qR. The ratio of transmissions is the inverse ratio of these two expressions:

T(d + L)/T(d) = R [1 + (A − 2)q + q²]/[1 + (A − 2)qR + q²R²].

To leading order in q, and with R ≪ 1, the relative correction to R is (A − 2)q. The prefactor lies between 0 and 4, since (a² + b²)² ≥ 4a²b², so the size of this correction is at most 2q. When the film starts at 1 nm, q = 8.4e-6 and the correction is below about 2e-5 of R. It is far too small to matter here.

Two electrodes show how differently the transmission and its ratio behave. The first has E = 0.1 eV and m_e = 0.42 m0. Then a² = 0.1/0.42 = 0.238 and b² = 3.1/0.42 = 7.381, so

A = 16 × 0.238 × 7.381/(7.619)² = 0.484.

The second has E = 1.0 eV and m_e = m0. Then a² = 1 and

A = 16 × 1 × 7.381/(8.381)² = 1.68.

The transmissions below were obtained by integrating the Schrödinger equation numerically with a Runge–Kutta method. The integration starts from the outgoing wave at the exit face, runs back to the entrance, and there separates the incident part from the reflected part.

Electrode 1: T = 4.05e-6 at 1 nm, 3.39e-11 at 2 nm, 2.83e-16 at 3 nm.

Electrode 2: T = 1.41e-5 at 1 nm, 1.18e-10 at 2 nm, 9.84e-16 at 3 nm.

At equal thickness the two electrodes differ by a factor of about 3.5, which is 1.68/0.484. The WKB estimate with unit prefactor lies between them: about twice too large for the first and about 40 per cent too small for the second. Yet each step of one nanometre, from 1 to 2 nm or from 2 to 3 nm, multiplies the transmission by 8.4e-6 for both.

The limit of a slow electron makes the distinction sharper. As E → 0, a² → 0 and A ≈ 16a²/b², which vanishes. The exact transmission then tends to zero, while the WKB estimate with unit prefactor stays finite. Yet for a thick film the factor per added nanometre is still R, however small E becomes.

The claim fails in general when the starting thickness vanishes. At d = 0 there is no film and T = 1. The first nanometre then takes the transmission from 1 to about AR, which differs from R unless A happens to equal 1. The result is 4.05e-6 for electrode 1 and 1.41e-5 for electrode 2. This first step creates the two faces as well as the interior. The factor R belongs to a nanometre added to a film that already satisfies 2κd ≫ 1, that is, one much thicker than 1/(2κ) ≈ 0.09 nm.

**Comparing the estimate with the solution**

Scaling gave R = exp(−cL/ℓ) with ℓ = ħ/√(mφ). The solution gives 2κL = 2√2 L/ℓ, so

c = 2√2 ≈ 2.83.

The factor √2 comes from the 2 in the kinetic energy p²/2m, and the factor 2 from squaring an amplitude to obtain a flux. Neither is remarkable in itself, but together they turn exp(−4.13) = 0.016 into exp(−11.69) = 8.4e-6. The first estimate was too large by a factor of about 1900. An order-of-magnitude argument for an exponent is not an order-of-magnitude argument for the exponential.

What scaling does give correctly is the dependence on the parameters: the exponent is proportional to L√(mφ). Once one case is known, others follow. If the free-electron mass were used in place of 0.42 m0, the exponent would become 11.69/√0.42 = 18.0, and R would be about 1.5e-8. The choice of mass alone would change the answer by a factor of more than 500.

**How many digits does the answer deserve?**

Since ln R = −2κL and κ is proportional to √(mφ), the derivatives of κ are ∂κ/∂φ = κ/(2φ) and ∂κ/∂m = κ/(2m). Therefore

∂(ln R)/∂φ = −κL/φ = −5.846/3.1 eV⁻¹ = −1.89 eV⁻¹,

∂(ln R)/∂m = −κL/m = −5.846/0.42 = −13.9 per m0.

Suppose the height and the mass are known only to the digits written, so that φ may be off by 0.05 eV and m by 0.005 m0. The two shifts of ln R are at most about 0.094 and 0.070. If they act in the same direction they add to 0.164, and R changes by a factor of about 1.18 either way. Evaluating exp(−2κL) at the two extreme corners gives a range from 7.1e-6 to 9.9e-6. With L taken as exactly 1 nm, "near 8e-6" is therefore as much as the data support. An error of 0.05 nm in L would by itself change R by a factor of about 1.8. The second digit in 8.4e-6 belongs to the model with its parameters taken at face value.

The first derivative has another use. An electron whose energy is 0.1 eV higher sees a barrier 0.1 eV lower. If its tunnelling mass is the same, its ln R is larger by 0.19, and its transmission is multiplied by 1.0e-5 per added nanometre instead of 8.4e-6. A leakage current collects electrons of many energies, and in a real film they also move sideways, which the one-dimensional model leaves out. If the sideways wave number k∥ is conserved and the mass in the film is the same in all directions, then κ² = 2mφ/ħ² + k∥², with φ measured from the total energy. Even electrons of one total energy then decay at different rates, and their summed current need not follow the single factor R. For a flat barrier between electrodes with E = 5 eV and m_e = m0, the transmission summed over sideways motion at one total energy is multiplied by about R/2, not R, when the film grows from 1 to 2 nm.

**When a voltage is applied**

A voltage tilts the barrier. Let the potential energy fall linearly by U between entrance and exit, with U < φ, while the height at the entrance stays φ. The local height is φ − Ux/d. With s = x/d, the WKB exponent becomes

2 ∫₀ᵈ κ √(1 − Ux/(φd)) dx = 2κd ∫₀¹ √(1 − Us/φ) ds = 2κd F,

where κ still denotes the value at the entrance. The integral is elementary:

F = (2φ/3U) [1 − (1 − U/φ)^(3/2)].

If the film is thickened at fixed U, then F does not change and the WKB factor for an added thickness L is exp(−2κLF). This becomes less accurate as U approaches φ, where the barrier nearly vanishes at the exit. For small U/φ, expand

(1 − u)^(3/2) ≈ 1 − 3u/2 + 3u²/8,  u = U/φ,

which gives F ≈ 1 − U/(4φ). The exponent for one nanometre is then smaller by 11.69 × U/(4 × 3.1 eV). For U = 0.1 eV this is 0.094, and R rises by about 10 per cent. A small bias leaves the result near 8e-6 or 9e-6, and a larger one weakens the effect of thickness further.

The outcome is different if the slope of the potential, rather than the total drop, is held fixed. Call the slope U/d = G. Once Gd exceeds φ, the electron leaves the forbidden region at x = φ/G, before it reaches the far face. Film added beyond that point contributes nothing to the WKB exponent. The factor 8e-6 per nanometre is thus a statement about low voltage, where the added nanometre is forbidden to the electron over its whole width and at very nearly its full height. Even a fixed slope of 0.1 eV/nm raises the WKB factor to about 1.1e-5 from 1 to 2 nm, and to about 1.4e-5 from 2 to 3 nm. At fixed slope the electron's kinetic energy in the exit electrode also grows with thickness, so the prefactor no longer cancels and the exact factor depends on the electrodes: about 1.3e-5 and 1.5e-5 for electrode 1, and about 1.2e-5 and 1.4e-5 for electrode 2.

Numbers in the example were calculated in double precision.
